# Electronic susceptibility from the refractive index at 633 nm: verification in Python

```python
"""
Result under test: for one electronic oscillator with resonance energy E0,
the optical value n^2 - 1 exceeds the zero-frequency electronic
susceptibility chi0 by the fraction x / (1 - x), with x = (E / E0)^2.
n  : refractive index measured at photon energy E (vacuum wavelength 633 nm)
E0 : observed transverse resonance energy, in eV
Independent roads: time integration of the driven oscillator, and
diagonalization of the coupled light-polarization equations.
Time is in units of hbar/eV, so angular frequencies are energies in eV.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

wavelength_nm = 633.0
resonance = 10.0
index = 2.00
photon = constants.h * constants.c / (wavelength_nm * 1e-9 * constants.e)


def excess_fraction(resonance_energy):
    """Derived formula for (n^2 - 1) / chi0 - 1."""
    x = (photon / resonance_energy) ** 2
    return x / (1 - x)


def driven_response(resonance_energy, drive, damping=0.0):
    """In-phase displacement per unit force, from the equation of motion."""
    ramp = 100.0
    window = 20 * 2 * math.pi / photon

    def motion(t, state):
        envelope = math.sin(math.pi * t / (2 * ramp)) ** 2 if t < ramp else 1.0
        force = envelope * math.cos(drive * t)
        return [state[1], force - damping * state[1]
                - resonance_energy ** 2 * state[0]]

    times = ramp + window * np.arange(4000) / 4000
    run = solve_ivp(motion, (0, ramp + window), [0.0, 0.0], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-12)
    assert run.success
    wave = np.cos(drive * times)
    return float(np.sum(run.y[0] * wave) / np.sum(wave ** 2))


def wave_energy(oscillators):
    """Energy of the light wave at wavevector index * photon (c = 1).
    Unknowns: displacement field D and one polarization per oscillator;
    oscillators is a list of (resonance energy, static susceptibility)."""
    size = len(oscillators) + 1
    k_squared = (index * photon) ** 2
    matrix = np.zeros((size, size))
    matrix[0, 0] = k_squared
    matrix[0, 1:] = -k_squared
    for j, (energy, chi) in enumerate(oscillators, start=1):
        matrix[j, 0] = -energy ** 2 * chi
        matrix[j, 1:] = energy ** 2 * chi
        matrix[j, j] += energy ** 2
    energies = np.sqrt(np.linalg.eigvals(matrix).astype(complex)).real
    return float(energies[np.argmin(abs(energies - photon))])


# Main result
x = (photon / resonance) ** 2
excess = excess_fraction(resonance)
chi_optical = index ** 2 - 1
chi_static = chi_optical * (1 - x)
eps_electronic = 1 + chi_static
eps_excess = excess * chi_static / eps_electronic

static_response = driven_response(resonance, 0.0)
optical_response = driven_response(resonance, photon)
simulated_excess = optical_response / static_response - 1
assert abs(simulated_excess - excess) < 1e-4
assert 0.035 < excess < 0.045
returned_energy = wave_energy([(resonance, chi_static)])
assert abs(returned_energy - photon) < 1e-8
# Without the correction the wave would have a clearly different energy.
uncorrected_energy = wave_energy([(resonance, chi_optical)])
assert abs(uncorrected_energy - photon) > 1e-3
assert abs(index ** 2 / eps_electronic - 1 - eps_excess) < 1e-12

# Strength shared equally, by static susceptibility, between two resonances
low, high = 8.0, 14.0
split_excess = 0.5 * (excess_fraction(low) + excess_fraction(high))
split_chi = chi_optical / (1 + split_excess)
assert abs(wave_energy([(low, split_chi / 2), (high, split_chi / 2)])
           - photon) < 1e-8

# Damping of the electronic resonance
width = 1.0
chi_damped = chi_static * resonance ** 2 / (
    resonance ** 2 - photon ** 2 - 1j * width * photon)
damped_index = np.sqrt(1 + chi_damped).real
damped_excess = (damped_index ** 2 - 1) / chi_static - 1
simulated_damped = (driven_response(resonance, photon, width)
                    / driven_response(resonance, 0.0, width))
assert abs(simulated_damped - chi_damped.real / chi_static) < 1e-4

# Ionic mode far below the photon energy
static_permittivity = 20.0
ionic_energy = 0.03
chi_ionic = static_permittivity - eps_electronic
ionic_optical = chi_ionic * ionic_energy ** 2 / (ionic_energy ** 2 - photon ** 2)
chi_static_ionic = (chi_optical - ionic_optical) * (1 - x)
ionic_change = chi_static_ionic / chi_static - 1
assert ionic_optical < 0
assert abs(wave_energy([(resonance, chi_static_ionic),
                        (ionic_energy, chi_ionic)]) - photon) < 1e-8

# Error of the measured index
index_error = 0.01
index_effect = ((index + index_error) ** 2 - 1) / chi_optical - 1

# Warming at fixed oscillator strength
warming = 60.0
shift_per_kelvin = 0.5e-3
warm_resonance = resonance - warming * shift_per_kelvin
warm_excess = excess_fraction(warm_resonance)
warm_chi_change = (resonance / warm_resonance) ** 2 - 1
simulated_warm = driven_response(warm_resonance, 0.0) / static_response - 1
assert abs(simulated_warm - warm_chi_change) < 1e-4

print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"photon energy E: {photon:.4f} eV")
print(f"electronic resonance E0: {resonance:.1f} eV")
print(f"x = (E/E0)^2: {x:.5f} (no unit)")
print(f"excess of n^2-1 over chi0, formula: {100 * excess:.2f} %")
print(f"same excess, time integration: {100 * simulated_excess:.2f} %")
print(f"leading term x alone: {100 * x:.2f} %")
print(f"refractive index n: {index:.2f} (no unit)")
print(f"n^2: {index ** 2:.3f} (no unit)")
print(f"n^2-1: {chi_optical:.3f} (no unit)")
print(f"chi0: {chi_static:.3f} (no unit)")
print(f"difference n^2-1-chi0: {chi_optical - chi_static:.3f} (no unit)")
print(f"electronic permittivity 1+chi0: {eps_electronic:.3f} (no unit)")
print(f"excess of n^2 over 1+chi0: {100 * eps_excess:.2f} %")
print(f"excess of n^2 over chi0 (1 forgotten): "
      f"{100 * (index ** 2 / chi_static - 1):.1f} %")
print(f"wave energy returned with chi0: {returned_energy:.4f} eV")
print(f"wave energy if n^2-1 is used as chi0: {uncorrected_energy:.4f} eV")
print("Neglected effects, rough typical inputs")
for trial in (8.0, 12.0):
    print(f"excess for resonance at {trial:.0f} eV: "
          f"{100 * excess_fraction(trial):.2f} %")
print(f"two resonances: {low:.0f} and {high:.0f} eV")
print(f"excess for two resonances: {100 * split_excess:.2f} %")
print(f"damping width: {width:.1f} eV")
print(f"excess with damping: {100 * damped_excess:.2f} %")
print(f"static permittivity of film: {static_permittivity:.0f} (no unit)")
print(f"ionic mode energy: {ionic_energy:.2f} eV")
print(f"ionic static susceptibility: {chi_ionic:.2f} (no unit)")
print(f"ionic susceptibility at 633 nm: {ionic_optical:.4f} (no unit)")
print(f"change of inferred chi0 by ionic mode: {100 * ionic_change:.2f} %")
print(f"index error: {index_error:.2f} (no unit)")
print(f"change of n^2-1 by index error: {100 * index_effect:.2f} %")
print(f"warming: {warming:.0f} K")
print(f"resonance fall per kelvin: {1000 * shift_per_kelvin:.1f} meV/K")
print(f"resonance after warming: {warm_resonance:.2f} eV")
print(f"excess after warming: {100 * warm_excess:.2f} %")
print(f"change of chi0 itself by warming: {100 * warm_chi_change:.2f} %")
print("verified")
```

Output:

```
wavelength: 633 nm
photon energy E: 1.9587 eV
electronic resonance E0: 10.0 eV
x = (E/E0)^2: 0.03836 (no unit)
excess of n^2-1 over chi0, formula: 3.99 %
same excess, time integration: 3.99 %
leading term x alone: 3.84 %
refractive index n: 2.00 (no unit)
n^2: 4.000 (no unit)
n^2-1: 3.000 (no unit)
chi0: 2.885 (no unit)
difference n^2-1-chi0: 0.115 (no unit)
electronic permittivity 1+chi0: 3.885 (no unit)
excess of n^2 over 1+chi0: 2.96 %
excess of n^2 over chi0 (1 forgotten): 38.7 %
wave energy returned with chi0: 1.9587 eV
wave energy if n^2-1 is used as chi0: 1.9308 eV
Neglected effects, rough typical inputs
excess for resonance at 8 eV: 6.38 %
excess for resonance at 12 eV: 2.74 %
two resonances: 8 and 14 eV
excess for two resonances: 4.19 %
damping width: 1.0 eV
excess with damping: 3.95 %
static permittivity of film: 20 (no unit)
ionic mode energy: 0.03 eV
ionic static susceptibility: 16.12 (no unit)
ionic susceptibility at 633 nm: -0.0038 (no unit)
change of inferred chi0 by ionic mode: 0.13 %
index error: 0.01 (no unit)
change of n^2-1 by index error: 1.34 %
warming: 60 K
resonance fall per kelvin: 0.5 meV/K
resonance after warming: 9.97 eV
excess after warming: 4.01 %
change of chi0 itself by warming: 0.60 %
verified
```
